# NiO Parabolic Growth with Nickel Vacancies in Three Charge States

Suppose the growth constant of a nickel oxide scale is known at 1 atm of oxygen and is needed at $10^{-6}$ atm. Far above the Ni/NiO equilibrium pressure, the constant would vary as $p^{1/6}$ if all the vacancies were doubly charged, and as $p^{1/4}$ if all were singly charged. For the model oxide treated below, the first rule overestimates the constant at the lower pressure by about 75% and the second underestimates it by about 45%. Even the correct slope at 1 atm, extended as a straight line on a logarithmic plot, gives a value 25% too low. Two effects combine. The mixture of charge states changes with pressure, and so does the exponent; and $10^{-6}$ atm is not far above the Ni/NiO pressure, which alone would make the $p^{1/6}$ rule 21% too high even for purely doubly charged vacancies. The cure is to solve for the mixture at each pressure and integrate its transport across the scale.

## One defect, by hand

Let $x$ run from the metal, $x=0$, to the gas, $x=X$. The oxide is compact, its oxygen sublattice is immobile, and nickel moves outward by exchange with vacancies moving inward. Let $y_2$ be the fraction of nickel sites that are vacancies of charge $-2$, and $h$ the number of holes per nickel site. For the moment there are no other defects, so neutrality requires

$$h=2y_2 .$$

Let $N$ be the number of nickel sites per volume, $D_2$ the vacancy diffusivity, $D_h$ the hole diffusivity, and $\psi=F\phi/RT$ the reduced electric potential. A prime on a fraction or on $\psi$ means $d/dx$. For dilute, ideal defects the fluxes are

$$J_2=-ND_2(y_2'-2y_2\psi'),\qquad J_h=-ND_h(h'+h\psi').$$

The signs of the field terms follow from the charges $-2$ and $+1$. No net current flows, so $J_h=2J_2$ is finite. If $D_h\gg D_2$, the bracket in $J_h$ must then be nearly zero:

$$\psi'=-\frac{h'}{h}=-\frac{y_2'}{y_2}.$$

Inserting this in the vacancy flux gives

$$J_2=-ND_2(y_2'+2y_2')=-3ND_2y_2' .$$

The field set up by the fast holes triples the vacancy flux. In a quasi-steady scale $J_2$ is uniform, so the outward nickel flux is $3ND_2\Delta y_2/X$, where $\Delta$ means outer minus inner value. Each arriving nickel atom adds one formula unit, hence

$$\frac{dX}{dt}=\frac{3D_2\Delta y_2}{X},\qquad X^2=k_pt,\qquad k_p=6D_2\Delta y_2 .$$

This fixes the convention for $k_p$: a definition through $X^2=2kt$ would give half the value.

The vacancies are created by oxygen:

$$\tfrac12\mathrm{O_2}\rightleftharpoons \mathrm{O_O}+V^{x},\qquad V^{x}\rightleftharpoons V'+h,\qquad V'\rightleftharpoons V''+h .$$

Here the primes denote negative charges. With equilibrium constants $K_0,K_1,K_2$, the product of the three mass-action laws is $y_2h^2=K_0K_1K_2p^{1/2}$. Since $y_2=h/2$,

$$h^3=2K_0K_1K_2\,p^{1/2},\qquad y_2\propto p^{1/6}.$$

Pressures are in atm, relative to 1 atm inside logarithms. Inside the solid, $p$ is the pressure of the gas that would be in equilibrium with the local oxide.

Take $T=1273$ K, $K_0=10^{-5}$ atm$^{-1/2}$, $K_1=3\times10^{-3}$, $K_2=3\times10^{-4}$ and $D_2=10^{-7}$ cm²/s. At 1 atm, $h=(1.8\times10^{-11})^{1/3}=2.62\times10^{-4}$, so $y_2=1.31\times10^{-4}$.

The inner pressure $p_i$ is that of Ni/NiO equilibrium. With formation enthalpy $-234$ kJ/mol and entropy $-85$ J/(mol K), $\Delta G=-125.8$ kJ/mol. The reaction consumes half an oxygen molecule, so

$$\ln p_i=\frac{2\Delta G}{RT}=-23.77,\qquad p_i=4.75\times10^{-11}\ \text{atm}.$$

The inner vacancy fraction is smaller than the outer one by $e^{-23.77/6}=0.019$. Therefore

$$k_p=6(10^{-7})(1.31\times10^{-4})(1-0.019)=7.7\times10^{-11}\ \text{cm}^2/\text{s}.$$

There is another way to write this result. Because $y_2\propto p^{1/6}$, $dy_2=\frac16y_2\,d\ln p$, and

$$k_p=6D_2\int dy_2=\int_{\ln p_i}^{\ln p_o}D_2y_2\,d\ln p .$$

The factor 6 has disappeared. This form survives when the other charge states are admitted.

## Neutrality with three charge states

Let $y_0,y_1,y_2$ be the vacancy fractions with charges $0,-1,-2$. The three equilibria give

$$y_0=K_0p^{1/2},\qquad y_1=\frac{K_1y_0}{h},\qquad y_2=\frac{K_2y_1}{h}.$$

Neutral vacancies do not enter the charge balance $h=y_1+2y_2$. Substitution gives

$$h=\frac{K_1y_0}{h}\left(1+\frac{2K_2}{h}\right),$$

and multiplication by $h^2$ gives

$$h^3-K_0K_1p^{1/2}h-2K_0K_1K_2p^{1/2}=0 .$$

Before that multiplication, the left side rises with $h$ while the right side falls from infinity to zero. There is therefore one positive root. A bracketing search in $\ln h$ finds it without a starting guess and copes with hole fractions spanning many decades.

At 1 atm the cubic becomes $h^3=3\times10^{-8}h+1.8\times10^{-11}$. Its root is $h=3\times10^{-4}$: the right side is $0.9\times10^{-11}+1.8\times10^{-11}=2.7\times10^{-11}$, which is $h^3$. Then

$$y_0=10^{-5},\qquad y_1=\frac{3\times10^{-3}\times10^{-5}}{3\times10^{-4}}=10^{-4},\qquad y_2=10^{-4}.$$

Near the metal the same calculation gives $h=5.00\times10^{-6}$ and $y_2=2.48\times10^{-6}$, with $y_1$ only $4.13\times10^{-8}$. Since $y_1/y_2=h/K_2$, lowering the pressure favours the doubly charged state.

The pressure exponent of $h$ follows by taking the logarithm of the balance:

$$2\ln h-\ln\left(1+\frac{2K_2}{h}\right)=\ln K_1K_0+\tfrac12\ln p .$$

Differentiating with respect to $\ln p$, and writing $n_h=d\ln h/d\ln p$,

$$n_h\left(2+\frac{2K_2}{h+2K_2}\right)=\frac12,
\qquad n_h=\frac{h+2K_2}{4h+12K_2}.$$

It runs from $1/6$ for $h\ll K_2$ to $1/4$ for $h\gg K_2$. By mass action, $y_z$ has exponent $\frac12-zn_h$.

## Transport by all three states

Write $\eta_z$ for the electrochemical potential of vacancies with charge $-z$, and $\eta_h$ for that of holes. Assume that the charge states remain in local equilibrium. Then

$$\eta_z=\eta_0-z\eta_h,\qquad \eta_0=\tfrac12\mu_{\mathrm{O_2}}+\text{constant}.$$

Set $G=d\eta_0/dx=\frac12RT\,d\ln p/dx$ and $g=d\eta_h/dx$. The fluxes are

$$J_z=-\frac{N}{RT}D_zy_z(G-zg),\qquad J_h=-\frac{N}{RT}D_hhg .$$

Define $S_n=\sum_z z^nD_zy_z$, with $z^0=1$ for every state. Zero current means $J_h=\sum_z zJ_z$, or

$$D_hhg=S_1G-S_2g,\qquad g=\frac{S_1G}{D_hh+S_2}.$$

Nickel moves against the total vacancy flux, so

$$J_{\mathrm{Ni}}=-\sum_zJ_z=\frac{N}{RT}(S_0G-S_1g)
=\frac N2\left(S_0-\frac{S_1^2}{D_hh+S_2}\right)\frac{d\ln p}{dx}.$$

When holes are fast, the subtracted term is negligible and $S_0$ remains:

$$D_{\mathrm{Ni}}=D_0y_0+D_1y_1+D_2y_2 .$$

Neutral vacancies count fully here although they are absent from neutrality. The $D_z$ are vacancy diffusivities; a tracer diffusivity would also contain a correlation factor.

In quasi-steady growth $J_{\mathrm{Ni}}$ is uniform. Integration over $x$ gives $J_{\mathrm{Ni}}X=\frac N2\int D_{\mathrm{Ni}}d\ln p$. Since $dX/dt=J_{\mathrm{Ni}}/N$, we have $2X\,dX/dt=k_p$ with

$$\boxed{k_p=\int_{\ln p_i}^{\ln p_o}D_{\mathrm{Ni}}(p)\,d\ln p}$$

The fast-hole step was tested where it should fail. Setting $D_h=10^{-7}$ cm²/s, comparable with the vacancy diffusivities, the subtracted term removes 58% of $k_p$. A separate calculation from concentration gradients and the electric field agreed with this reduced value to within one part in $10^4$.

## The integral and its check

The integrand is smooth in $\ln p$, which suits Gauss–Legendre quadrature: choose the nodes, solve neutrality at each, form $D_{\mathrm{Ni}}$, and add with the weights.

The same integral can be done in closed form by using $h$ as the variable. Put $b=2K_2$ and $u=h+b$. The charge balance gives $K_1y_0=h^3/u$, hence

$$y_1=\frac{h^2}{u},\qquad y_2=\frac{bh}{2u},\qquad
d\ln p=\frac{dh}{n_hh}=\frac{2(2h+3b)}{hu}\,dh .$$

For the neutral state, $y_0\propto p^{1/2}$ gives $\int y_0\,d\ln p=2\Delta y_0$. For the others, replace $h$ by $u-b$:

$$\int y_1d\ln p=2\int\frac{(u-b)(2u+b)}{u^2}du
=2\int\left(2-\frac bu-\frac{b^2}{u^2}\right)du,$$

$$\int y_1d\ln p=2\,\Delta\left(2u-b\ln u+\frac{b^2}{u}\right),$$

$$\int y_2d\ln p=b\int\frac{2u+b}{u^2}du
=b\,\Delta\left(2\ln u-\frac bu\right).$$

Here $b=6\times10^{-4}$, and $u$ runs from $6.050\times10^{-4}$ to $9.000\times10^{-4}$. Thus $\Delta\ln u=0.3972$ and $\Delta(b/u)=-0.3251$. The doubly charged integral is

$$6\times10^{-4}(0.7943+0.3251)=6.716\times10^{-4}.$$

For the singly charged state, $\Delta(2u)=5.900\times10^{-4}$, and the integral is

$$2(5.900-2.383-1.950)\times10^{-4}=3.13\times10^{-4}.$$

The neutral integral is $2\times10^{-5}$. With $D_0=2\times10^{-7}$, $D_1=1.5\times10^{-7}$ and $D_2=10^{-7}$ cm²/s,

$$k_p=(0.400+4.70+6.72)\times10^{-11}=1.18\times10^{-10}\ \text{cm}^2/\text{s}.$$

The shares are 3% neutral, 40% singly charged and 57% doubly charged. Relative to the closed form, two quadrature nodes err by 11%, four by 0.09%, and eight by $5\times10^{-9}$.

The one-defect estimate was 35% lower than this total. Yet its doubly charged contribution, $7.7\times10^{-11}$ cm²/s, exceeds the $6.7\times10^{-11}$ cm²/s found here. The formation of singly charged vacancies from neutral ones supplies additional holes, and by mass action, $y_2h^2=K_0K_1K_2p^{1/2}$, these suppress $y_2$. Separate one-defect answers therefore cannot simply be added.

After 10 h the thickness is $\sqrt{1.18\times10^{-10}\times36000}=2.06\times10^{-3}$ cm, or 20.6 µm. Thermobalance data use the oxygen mass gained per area, $XM_{\mathrm O}/V_m$. With molar volume $V_m=11.0$ cm³/mol, the constant becomes $k_p(M_{\mathrm O}/V_m)^2=2.5\times10^{-10}$ g² cm⁻⁴ s⁻¹.

## The local pressure exponent

Hold temperature, and therefore $p_i$ and all $K_z$ and $D_z$, fixed. Differentiating the upper limit of the integral gives

$$m=\frac{d\ln k_p}{d\ln p_o}=\frac{D_{\mathrm{Ni}}(p_o)}{k_p}.$$

At 1 atm,

$$D_{\mathrm{Ni}}=(0.2+1.5+1.0)\times10^{-11}=2.7\times10^{-11}\ \text{cm}^2/\text{s},$$

so $m=0.2285$. No numerical differentiation is needed.

This is an exponent of an integral. The exponent of the diffusivity at the surface is instead

$$n_D=\frac{d\ln D_{\mathrm{Ni}}}{d\ln p}
=\frac{\sum_zD_zy_z(\frac12-zn_h)}{D_{\mathrm{Ni}}}.$$

At 1 atm, $n_h=0.1875$. The vacancy exponents are 0.5, 0.3125 and 0.125, with weights in the ratio $2:15:10$. Their average is $n_D=0.257$.

| $p_o$ (atm) | $k_p$ (cm²/s) | $m$ | $n_D$ |
|---|---|---|---|
| 1 | $1.18\times10^{-10}$ | 0.229 | 0.257 |
| 0.21 | $8.33\times10^{-11}$ | 0.219 | 0.244 |
| $10^{-2}$ | $4.37\times10^{-11}$ | 0.206 | 0.222 |
| $10^{-4}$ | $1.73\times10^{-11}$ | 0.199 | 0.197 |
| $10^{-6}$ | $6.75\times10^{-12}$ | 0.214 | 0.182 |

As pressure falls, $m$ first decreases and then increases, although $n_D$ decreases throughout the table. Taking the logarithm of $m=D_{\mathrm{Ni}}/k_p$ and differentiating explains this:

$$\frac{dm}{d\ln p_o}=m(n_D-m).$$

The slope of $m$ changes sign where $m=n_D$, between $10^{-4}$ and $10^{-2}$ atm. The later rise reflects the approach to $p_i$, where $k_p$ tends to zero while $D_{\mathrm{Ni}}$ does not. If the integral is extended to $p_i=0$, the value at $10^{-6}$ atm drops from 0.214 to 0.175.

For a single power law $D_{\mathrm{Ni}}=Cp^n$, the integral is $k_p=C(p_o^n-p_i^n)/n$, so

$$m=\frac{n}{1-(p_i/p_o)^n}.$$

At 1 atm the doubly charged, singly charged and neutral limits give 0.170, 0.251 and 0.500. With a single dominant defect, $m$ approaches the familiar fraction $1/6$, $1/4$ or $1/2$ only as $p_i/p_o\to0$. A mixture can match one of these values by coincidence, so a match alone does not identify the defect.

## What an exponent can say about charge

Suppose first that $D_1=D_2$, neutral vacancies are negligible and the oxide is undoped, so that $h=y_1+2y_2$. With $r=h/K_2$, the total vacancy fraction is $y_1+y_2=h(r+1)/(r+2)$. Its exponent is

$$n_D=n_h\left(1+\frac r{r+1}-\frac r{r+2}\right)
=\frac{r+2}{4(r+3)}\,\frac{r^2+4r+2}{(r+1)(r+2)}.$$

Because $r^2+4r+2=(r+1)(r+3)-1$,

$$n_D=\frac14\left[1-\frac1{(r+1)(r+3)}\right].$$

It rises from $1/6$ to $1/4$ as singly charged vacancies take over. Under these conditions an intermediate $n_D$ does measure the mixture at that pressure. The growth exponent $m$ does not do so by itself, because it also depends on $p_i$.

Now keep the original equilibria but let only the doubly charged vacancies move. At 1 atm, $n_D=0.125$ and $m=0.149$, both below $1/6$. Singly charged vacancies still supply holes and slow the rise of $y_2$ with pressure, but carry no nickel. An exponent below $1/6$ therefore need not mean a new defect. Conversely, the value $n_D=0.257$ found earlier does not mean that singly charged vacancies carry everything. Defect concentrations or diffusivities must be known independently before the exponent can be assigned to a charge.

## How far the NiO number can be trusted

The parameters are round choices, not a fit. The resulting $k_p$ illustrates the method and is not a prediction for high-purity NiO at 1000 °C; that would require measured defect concentrations and diffusivities. Real scales contain impurities and grain boundaries, and their charged defects interact. Each can move the result far more than the quadrature error.

**Donors.** A trivalent cation such as chromium on a nickel site has effective charge $+1$. For a uniform donor fraction $d$, neutrality becomes $h+d=y_1+2y_2$. With the other parameters fixed, $d=10^{-5}$ raises $k_p$ by 8%, while $d=10^{-4}$ multiplies it by 1.9 and lowers $m$ to 0.141. Where $h\ll d$ and $h\ll K_2$, the balance gives $y_2\simeq d/2$, independent of pressure. For $d=10^{-4}$ this holds to about 10% up to $10^{-6}$ atm; for $d=10^{-5}$ it is not reached even at $p_i$. In both cases the added transport is spread roughly evenly over $\ln p$, which flattens the pressure dependence.

**Defect interactions.** A Debye–Hückel estimate takes activity coefficients $\ln\gamma_z=-z^2A$, with $A=\ell\kappa/[2(1+\kappa a)]$. Here $\kappa^{-1}$ is the Debye length, $\ell=1.09$ nm is the Bjerrum length for relative permittivity 12, and $a=0.296$ nm is the contact distance. Mass action then replaces $K_1$ by $K_1e^{2A}$ and $K_2$ by $K_2e^{4A}$; $A$ and the defect fractions are solved together. If the original constants refer to infinite dilution, $k_p$ is multiplied by 1.66 and $m$ becomes 0.260. At the outer surface $A=0.51$, so $\ln\gamma_2=-2.0$. That is too large for the approximation to be accurate: the factor shows the size of the problem and is not a reliable correction. It also depends on the inputs: permittivities of 10 and 15 give 2.2 and 1.4.

**Grain boundaries.** For square columnar grains 10 µm wide and boundaries 1 nm wide, the boundary area fraction is $2\times10^{-4}$. A boundary diffusivity about 5000 times the lattice value, with the same pressure dependence, would double $k_p$. Finer grains lower this threshold. Reported tracer data for nickel in NiO put the ratio at the order of $10^4$ near this temperature, so boundaries may dominate even for 10 µm grains, and the lattice result should not be applied to a polycrystalline scale without checking it.

The remaining approximations are mild here. A hole mobility of 0.3 cm²/(V s) changes $k_p$ by 5 parts in $10^6$. The Debye length, at most about 9 nm at the two surfaces, is far below the 20.6 µm thickness; local neutrality would fail in a scale only nanometres thick.

Vacancy storage can be included by letting $y=y_0+y_1+y_2$ depend on $s=x/X$, with $X^2=kt$. Nickel conservation and the moving outer surface then require

$$\frac{d}{ds}\left(\frac{D_{\mathrm{Ni}}}2\frac{d\ln p}{ds}\right)=-\frac k2s\frac{dy}{ds},
\qquad
\left.\frac{D_{\mathrm{Ni}}}2\frac{d\ln p}{ds}\right|_{s=1}=\frac k2[1-y(1)].$$

Solving these equations between the same two pressures raises the growth constant by $1.4\times10^{-4}$ of its value. Other terms of order $y$ dropped in the dilute fluxes are of the same size: a site-blocking factor $1-y$ would lower it by about $1\times10^{-4}$. The quasi-steady integral is thus adequate for this example; the defect chemistry and the microstructure limit its accuracy. The numerical output below gives the remaining values.

## Computed values

```
temperature 1273 K; kT 0.1097 eV
K0 1.0e-05 atm^-1/2; K1 3.0e-03; K2 3.0e-04 (site fractions)
D0, D1, D2: 2.00e-07, 1.50e-07, 1.00e-07 cm^2/s
formation enthalpy -234 kJ/mol; entropy -85 J/(mol K)
formation free energy -125.80 kJ/mol
inner pressure 4.751e-11 atm; ln p_in -23.770
inner h 5.001e-06; y0 6.893e-11; y1 4.134e-08; y2 2.480e-06
outer h 3.000e-04; y0 1.000e-05; y1 1.000e-04; y2 1.000e-04
kp at 1 atm 1.1816e-10 cm^2/s; closed form 1.1816e-10 cm^2/s
charge -0: kp part 4.000e-12 cm^2/s; share 3.39 %
charge -1: kp part 4.700e-11 cm^2/s; share 39.77 %
charge -2: kp part 6.716e-11 cm^2/s; share 56.84 %
quadrature nodes 2: relative error -1.1e-01
quadrature nodes 4: relative error -8.9e-04
quadrature nodes 8: relative error -5.2e-09
quadrature nodes 16: relative error -1.6e-15
p/atm | h | D_Ni/(cm^2/s) | kp/(cm^2/s) | m | m for p_in=0 | D_Ni exponent
1 | 3.000e-04 | 2.700e-11 | 1.182e-10 | 0.2285 | 0.2256 | 0.2569
0.21 | 2.246e-04 | 1.827e-11 | 8.334e-11 | 0.2192 | 0.2153 | 0.2439
0.01 | 1.299e-04 | 9.003e-12 | 4.370e-11 | 0.2060 | 0.1991 | 0.2217
0.0001 | 5.823e-05 | 3.447e-12 | 1.729e-11 | 0.1993 | 0.1833 | 0.1970
1e-06 | 2.659e-05 | 1.444e-12 | 6.753e-12 | 0.2139 | 0.1748 | 0.1822
single-defect m at 1 atm, charge -2, -1, 0: 0.1699, 0.2507, 0.5000
only charge -2 mobile: D_Ni exponent 0.1250; m 0.1489
thickness after 10 h 20.6 um
molar volume 11.00 cm^3/mol
mass-gain constant 2.502e-10 g^2/(cm^4 s)
donor fraction 1e-05: kp ratio 1.077; m 0.2156
donor fraction 1e-04: kp ratio 1.895; m 0.1410
permittivity 12; lattice parameter 0.418 nm
Bjerrum length 1.094 nm; contact distance 0.296 nm
Debye length: inner 9.42 nm; outer 1.29 nm
interaction: -ln(activity coeff.) charge 1 0.508; charge 2 2.032
interaction: outer h 7.620e-04; kp ratio 1.659; m 0.2601
grain 10 um; boundary width 1 nm; area fraction 2.00e-04
boundary/lattice diffusivity ratio that doubles kp 5001
hole mobility 0.3 cm^2/(V s); hole diffusivity 0.0329 cm^2/s
relative kp loss from finite hole mobility 5.11e-06
relative kp loss if hole diffusivity were 1e-7 cm^2/s 0.580
vacancy storage: relative kp change 1.40e-04; bound 2.10e-04
gap 3.6 eV: electron/hole ratio at metal side 2.2e-04
```
